# Read Disturb and Maximum Read Count from an Integrated Switching Hazard: a program that tests the result

```python
"""Read disturb of a ferroelectric memory bit under repeated identical pulses.

Result under test: P_N = 1 - exp(-H_N), where H_N is the integrated hazard.
For a memoryless hazard H_N = N*H_1, and the largest allowed pulse number is
floor(L/H_1), with L = -ln(1-p) and p the chosen bit-error probability.
The hazard is exp(-(E_a/E)^2)/tau_0 for a reversing field E > 0, else zero.
E is the read field plus a constant imprint field (bias).
With ageing exponent beta, accumulated dose D gives integrated hazard D^beta.
Units: fields in MV/cm, times in ns, film thickness in nm.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfcx

activation_field = 4.5
tau_0 = 1.0
flat_time = 100.0
ramp_time = 20.0
thickness = 10.0
read_field = 0.8
imprint = 0.05
imprint_spread = 0.02
error_target = 1e-6
cycle_target = 1e10
pulse_time = flat_time + 2 * ramp_time


def hazard(field):
    """Switching probability per ns for a surviving memoryless cell."""
    field = np.asarray(field, dtype=float)
    positive = field > 0
    safe = np.where(positive, field, 1.0)
    return np.where(positive, np.exp(-(activation_field / safe)**2), 0) / tau_0


def waveform(time, amplitude, bias):
    """Local field during one trapezoidal pulse."""
    rise = np.minimum(time, pulse_time - time) / ramp_time
    return bias + amplitude * np.clip(rise, 0.0, 1.0)


def ramp_primitive(field):
    """Integral of exp(-(E_a/E)^2) from zero to the given field."""
    field = np.asarray(field, dtype=float)
    positive = field > 0
    safe = np.where(positive, field, 1.0)
    x = activation_field / safe
    value = np.exp(-x**2) * (
        safe - math.sqrt(math.pi) * activation_field * erfcx(x))
    return np.where(positive, value, 0.0)


def pulse_dose(amplitude, bias):
    """Closed form of the integrated memoryless hazard of one pulse."""
    top = bias + amplitude
    ramps = 2 * ramp_time / (tau_0 * amplitude) * (
        ramp_primitive(top) - ramp_primitive(bias))
    return flat_time * hazard(top) + ramps


def log_survival_stepwise(amplitude, bias, beta, pulses, step=0.02):
    """Multiply survival chances of small time steps; return pulse-end logs."""
    count = int(round(pulse_time / step))
    times = (np.arange(count) + 0.5) * step
    dose = np.tile(hazard(waveform(times, amplitude, bias)) * step, pulses)
    age = np.cumsum(dose) - dose / 2
    chance = np.zeros_like(dose)
    alive = age > 0
    chance[alive] = beta * age[alive]**(beta - 1) * dose[alive]
    return np.cumsum(np.log1p(-chance)).reshape(pulses, count)[:, -1]


def allowed_log(probability):
    """Largest integrated hazard compatible with the error probability."""
    return -math.log1p(-probability)


# Closed pulse integral against direct quadrature in time
for amplitude, bias in [(0.8, 0.05), (0.8, 0.0), (1.4, 0.05), (1.4, -0.1)]:
    edges = [0.0, ramp_time, ramp_time + flat_time, pulse_time]
    direct = sum(
        quad(lambda t: float(hazard(waveform(t, amplitude, bias))),
             left, right, epsabs=0, epsrel=1e-10, limit=200)[0]
        for left, right in zip(edges[:-1], edges[1:]))
    assert abs(direct / float(pulse_dose(amplitude, bias)) - 1) < 1e-8

# Survival and cycle limits against the stepwise product, at a strong field.
# Tolerances cover the finite time step of the product.
strong_field, strong_error, pulses = 1.4, 0.3, 100
strong_dose = float(pulse_dose(strong_field, imprint))
numbers = np.arange(1, pulses + 1)
strong_limits = {}
largest_deviation = 0.0
for beta in (0.8, 1.0, 1.25):
    logs = log_survival_stepwise(strong_field, imprint, beta, pulses)
    loss = -np.expm1(logs)
    formula = -np.expm1(-(numbers * strong_dose)**beta)
    deviation = float(np.max(np.abs(loss - formula)))
    largest_deviation = max(largest_deviation, deviation)
    assert deviation < 3e-4
    counted = int(np.sum(loss <= strong_error))
    predicted = math.floor(allowed_log(strong_error)**(1 / beta) / strong_dose)
    assert 0 < counted < pulses and counted == predicted
    strong_limits[beta] = counted
    # Dose erased after every pulse: each pulse repeats the first one
    erased_loss = -np.expm1(numbers * logs[0])
    erased_formula = -np.expm1(-numbers * strong_dose**beta)
    assert np.max(np.abs(erased_loss - erased_formula)) < 1e-3

# Worked example: one cell
L = allowed_log(error_target)
dose = float(pulse_dose(read_field, imprint))
dose_no_imprint = float(pulse_dose(read_field, 0.0))
top_field = read_field + imprint
flat_dose = flat_time * float(hazard(top_field))
limit = math.floor(L / dose)
limit_no_imprint = math.floor(L / dose_no_imprint)
assert -math.expm1(-limit * dose) <= error_target
assert -math.expm1(-(limit + 1) * dose) > error_target
kept = {b: math.floor(L**(1 / b) / dose) for b in (0.8, 1.25)}
erased = {b: math.floor(L / dose**b) for b in (0.8, 1.25)}

# Imprint sensitivity: finite difference against the flat-top estimate
shift = 1e-4
slope = -(math.log(float(pulse_dose(read_field, imprint + shift)))
          - math.log(float(pulse_dose(read_field, imprint - shift)))) / (2 * shift)
slope_estimate = -2 * activation_field**2 / top_field**3
assert abs(slope / slope_estimate - 1) < 0.01

# Read field allowed for a target cycle number
field_limit = brentq(
    lambda e: math.log(float(pulse_dose(e, imprint)) * cycle_target / L),
    0.4, 1.5)
field_estimate = activation_field / math.sqrt(
    math.log(cycle_target * flat_time / (tau_0 * L))) - imprint
assert abs(field_limit / field_estimate - 1) < 0.01

# Gaussian imprint distribution over cells
deviate = np.linspace(-8, 8, 4001)
weight = np.exp(-deviate**2 / 2)
weight /= weight.sum()
cell_dose = pulse_dose(read_field, imprint + imprint_spread * deviate)
mean_dose = float(weight @ cell_dose)
mean_check = quad(
    lambda z: math.exp(-z*z/2) / math.sqrt(2*math.pi)
    * float(pulse_dose(read_field, imprint + imprint_spread * z)),
    -8, 8, epsabs=0, epsrel=1e-9, limit=200)[0]
assert abs(mean_dose / mean_check - 1) < 1e-7


def population_error(number):
    """Fraction of cells lost after the given number of pulses."""
    return float(weight @ (-np.expm1(-number * cell_dose)))


for mean_hazard in (0.1, 1.0, 3.0):
    assert population_error(mean_hazard / mean_dose) < -math.expm1(-mean_hazard)
safe_limit = math.floor(L / mean_dose)
error_safe = population_error(safe_limit)
error_nominal = population_error(limit)
assert error_safe <= error_target < error_nominal

print(f"Activation field: {activation_field:.2f} MV/cm")
print(f"Time constant tau_0: {tau_0:.1f} ns")
print(f"Flat-top time: {flat_time:.0f} ns")
print(f"Time of each ramp: {ramp_time:.0f} ns")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Read field: {read_field:.2f} MV/cm")
print(f"Read voltage: {0.1 * read_field * thickness:.2f} V")
print(f"Imprint field: {imprint:.2f} MV/cm")
print(f"Total field on flat top: {top_field:.2f} MV/cm")
print(f"Chosen bit-error probability p: {error_target:.1e}")
print(f"L = -ln(1-p): {L:.7e}")
print(f"Exponent (E_a/E)^2 on flat top: {(activation_field/top_field)**2:.4f}")
print(f"Exponent (E_a/E)^2 at rest: {(activation_field/imprint)**2:.0f}")
print(f"Flat-top hazard: {float(hazard(top_field)):.4e} per ns")
print(f"Flat-top part of H_1: {flat_dose:.4e}")
print(f"Ramp part of H_1: {dose - flat_dose:.4e}")
print(f"H_1 with imprint: {dose:.4e}")
print(f"H_1 without imprint: {dose_no_imprint:.4e}")
print(f"N_max with imprint: {limit} pulses")
print(f"N_max without imprint: {limit_no_imprint} pulses")
print(f"Ratio of H_1 with/without imprint: {dose/dose_no_imprint:.2f}")
print(f"Slope d ln N/dE_b, full pulse: {slope:.3f} cm/MV")
print(f"Slope d ln N/dE_b, flat-top estimate: {slope_estimate:.3f} cm/MV")
for b in (0.8, 1.25):
    print(f"N_max, beta={b}, dose kept: {kept[b]} pulses")
    print(f"N_max, beta={b}, dose erased: {erased[b]:.4e} pulses")
print(f"Target cycle number: {cycle_target:.1e} pulses")
print(f"Largest read field for target: {field_limit:.4f} MV/cm")
print(f"Flat-top estimate of that field: {field_estimate:.4f} MV/cm")
print(f"Largest read voltage for target: {0.1*field_limit*thickness:.4f} V")
print(f"Imprint standard deviation: {imprint_spread:.2f} MV/cm")
print(f"Mean H_1 over cells: {mean_dose:.4e}")
print(f"Mean H_1 / H_1 of average cell: {mean_dose/dose:.3f}")
print(f"Safe N for the population: {safe_limit} pulses")
print(f"Population error at safe N: {error_safe:.5e}")
print(f"Population error at single-cell N_max: {error_nominal:.4e}")
print(f"Strong-field test, read field: {strong_field:.2f} MV/cm")
print(f"Strong-field test, dose per pulse: {strong_dose:.5e}")
print(f"Strong-field test, error probability: {strong_error:.2f}")
for b, number in strong_limits.items():
    print(f"Counted N_max in test, beta={b}: {number} pulses")
print(f"Largest test deviation in P_N: {largest_deviation:.1e}")
print("OK")
```

Printed output:

```
Activation field: 4.50 MV/cm
Time constant tau_0: 1.0 ns
Flat-top time: 100 ns
Time of each ramp: 20 ns
Film thickness: 10 nm
Read field: 0.80 MV/cm
Read voltage: 0.80 V
Imprint field: 0.05 MV/cm
Total field on flat top: 0.85 MV/cm
Chosen bit-error probability p: 1.0e-06
L = -ln(1-p): 1.0000005e-06
Exponent (E_a/E)^2 on flat top: 28.0277
Exponent (E_a/E)^2 at rest: 8100
Flat-top hazard: 6.7256e-13 per ns
Flat-top part of H_1: 6.7256e-11
Ramp part of H_1: 4.8480e-13
H_1 with imprint: 6.7741e-11
H_1 without imprint: 1.8250e-12
N_max with imprint: 14762 pulses
N_max without imprint: 547939 pulses
Ratio of H_1 with/without imprint: 37.12
Slope d ln N/dE_b, full pulse: -65.972 cm/MV
Slope d ln N/dE_b, flat-top estimate: -65.947 cm/MV
N_max, beta=0.8, dose kept: 466 pulses
N_max, beta=0.8, dose erased: 1.3600e+02 pulses
N_max, beta=1.25, dose kept: 233963 pulses
N_max, beta=1.25, dose erased: 5.1456e+06 pulses
Target cycle number: 1.0e+10 pulses
Largest read field for target: 0.6489 MV/cm
Flat-top estimate of that field: 0.6490 MV/cm
Largest read voltage for target: 0.6489 V
Imprint standard deviation: 0.02 MV/cm
Mean H_1 over cells: 1.4468e-10
Mean H_1 / H_1 of average cell: 2.136
Safe N for the population: 6912 pulses
Population error at safe N: 9.99997e-07
Population error at single-cell N_max: 2.1357e-06
Strong-field test, read field: 1.40 MV/cm
Strong-field test, dose per pulse: 6.68701e-03
Strong-field test, error probability: 0.30
Counted N_max in test, beta=0.8: 41 pulses
Counted N_max in test, beta=1.0: 53 pulses
Counted N_max in test, beta=1.25: 65 pulses
Largest test deviation in P_N: 1.8e-07
OK
```
